# The classical RRK rate law from microcanonical decomposition theory

An isolated precursor molecule has \(s\) harmonic vibrations of frequency \(\nu_i\) and total vibrational energy \(E\), measured from the bottom of its potential well. It can decompose over \(L\) equivalent saddles of height \(V_0\) above that bottom. At a saddle one motion has become the reaction coordinate, and \(s-1\) vibrations of frequency \(\nu_j^\ddagger\) remain. Rotation is left out. The problem asks for the decomposition rate \(k(E)\), first in classical mechanics and then for a molecule with quantized vibrations.

Two dynamical assumptions are made. Energy spreads over all vibrations faster than the molecule reacts, so the molecules are spread uniformly over the phase space at energy \(E\). A molecule that crosses the saddle outward does not return.

## (a) Express the rate by a number of states at the saddle and a density of states in the well.

**Solution.** Use mass-weighted coordinates, so that every momentum equals a velocity. Let \(x\) be the reaction coordinate, with \(x=0\) the dividing surface through one saddle. On this surface

\[
H=\tfrac12p_x^2+V_0+H^\ddagger ,
\]

where \(H^\ddagger\) is the energy of the \(s-1\) remaining vibrations. In a short time \(dt\), the molecules that cross outward are those with \(p_x>0\) within a distance \(p_x\,dt\) of the surface. With uniform weight on the energy shell, the rate through one saddle is

\[
k_1=\frac{\int d\Gamma\,\delta(E-H)\,\delta(x)\,p_x\,\theta(p_x)}{\int d\Gamma\,\delta(E-H)} .
\]

Here \(d\Gamma\) is the volume element of the \(2s\)-dimensional phase space, and \(\theta\) is the unit step.

Let \(N(E)\) be the phase volume with \(H\le E\) in the well, divided by \(h^s\), and let \(\rho=dN/dE\). The denominator is then \(h^s\rho(E)\). In the numerator, \(\delta(x)\) removes the integral over \(x\). For the momentum, put \(\varepsilon=p_x^2/2\), so that \(p_x\,dp_x=d\varepsilon\):

\[
\int d\Gamma'\int_0^\infty d\varepsilon\;\delta(E-V_0-H^\ddagger-\varepsilon)
=\int d\Gamma'\,\theta(E-V_0-H^\ddagger).
\]

The inner integral is 1 if the energy left for the reaction coordinate is positive, and 0 otherwise. What remains is the phase volume of the \(s-1\) saddle vibrations with energy up to \(E-V_0\). Call it \(h^{s-1}W^\ddagger(E-V_0)\). Dividing by \(h^s\rho\) and adding the \(L\) equal channels gives

\[
k(E)=\frac{L\,W^\ddagger(E-V_0)}{h\,\rho(E)} .
\]

The velocity factor has disappeared. Fast crossings carry more flux, but they occupy less momentum space per unit of energy, and the two effects cancel.

## (b) Find the classical \(\rho(E)\) and \(W^\ddagger\) for harmonic vibrations.

**Solution.** The energy of mode \(i\) is \(e_i=\tfrac12(p_i^2+\omega_i^2q_i^2)\), with \(\omega_i=2\pi\nu_i\). Set \(u=p_i/\sqrt2\) and \(v=\omega_iq_i/\sqrt2\). Then \(e_i=u^2+v^2\) and

\[
dp_i\,dq_i=\sqrt2\cdot\frac{\sqrt2}{\omega_i}\,du\,dv=\frac{2}{\omega_i}\,du\,dv .
\]

In the \((u,v)\) plane a circle of radius \(\sqrt{e_i}\) has area \(\pi e_i\), so a thin ring has area \(\pi\,de_i\). The phase area of the mode between \(e_i\) and \(e_i+de_i\) is therefore

\[
\frac{2\pi}{\omega_i}\,de_i=\frac{de_i}{\nu_i}.
\]

Equal energy intervals have equal phase area, whatever the energy. It remains to find the volume \(G_s(E)\) of the region \(e_i\ge0\), \(\sum e_i\le E\). For one mode \(G_1=E\). If \(G_{s-1}(E)=E^{s-1}/(s-1)!\), then

\[
G_s(E)=\int_0^E\frac{(E-e)^{s-1}}{(s-1)!}\,de=\frac{E^s}{s!},
\]

which proves the form for every \(s\). Hence

\[
N(E)=\frac{E^s}{s!\prod_{i=1}^s h\nu_i},\qquad
\rho(E)=\frac{E^{s-1}}{(s-1)!\prod_{i=1}^s h\nu_i}.
\]

For the saddle, the formula for \(N\) is used with \(s-1\) modes:

\[
W^\ddagger(\varepsilon)=\frac{\varepsilon^{s-1}}{(s-1)!\prod_{j=1}^{s-1}h\nu_j^\ddagger}.
\]

The well has been treated as harmonic at all displacements, including those that a real molecule reaches only by reacting. This is an approximation of the model.

## (c) Obtain the rate law and examine its limits.

**Solution.** Both functions carry the power \(s-1\), for different reasons. The density has lost one power by differentiation, and the saddle has lost one vibration. In the quotient the factorials cancel. The powers of \(h\) are \(h^s\) from \(1/\rho\), \(h^{-(s-1)}\) from \(W^\ddagger\) and \(h^{-1}\) from the prefactor, and their product is 1. For \(E>V_0\),

\[
\boxed{k(E)=A\left(\frac{E-V_0}{E}\right)^{s-1},\qquad
A=L\,\frac{\prod_{i=1}^{s}\nu_i}{\prod_{j=1}^{s-1}\nu_j^\ddagger}}
\]

and \(k=0\) below \(V_0\). This is the Rice–Ramsperger–Kassel (RRK) law: the rate is proportional to the excess-energy fraction raised to the number of oscillators minus one. The prefactor has the unit of a frequency, but in general it is not the frequency of any one mode.

*High energy.* For \(E\gg (s-1)V_0\) the power of the bracket is close to \(1-(s-1)V_0/E\), and \(k\) rises towards \(A\).

*Near the barrier.* The rate vanishes as \((E-V_0)^{s-1}\), because all the saddle vibrations must share a small remainder. The logarithmic slope is

\[
\frac{d\ln k}{dE}=(s-1)\left[\frac1{E-V_0}-\frac1E\right]=\frac{(s-1)V_0}{E(E-V_0)} .
\]

*Many oscillators.* Keep the energy per oscillator, \(\bar e=E/s\), fixed while \(s\) grows. Then

\[
\left(1-\frac{V_0}{s\bar e}\right)^{s-1}\to e^{-V_0/\bar e}.
\]

The other oscillators act as a heat bath with \(k_BT=\bar e\), and an Arrhenius factor appears although the molecule is isolated.

## (d) Show that the same power is the chance of finding enough energy in one chosen oscillator.

**Solution.** By part (b), phase volume is uniform in the variables \(e_i\). With \(e_1=e\) fixed, the other \(s-1\) modes share \(E-e\), and their density of states is proportional to \((E-e)^{s-2}\). For \(s\ge2\),

\[
P(e_1>V_0)=\frac{\int_{V_0}^{E}(E-e)^{s-2}de}{\int_0^E(E-e)^{s-2}de}
=\left(\frac{E-V_0}{E}\right)^{s-1}.
\]

Suppose that mode 1 is itself the reaction coordinate, and that the molecule breaks when \(q_1\) reaches the value at which its potential energy is \(V_0\). An oscillator with \(e_1>V_0\) passes that point outward once per period, so the rate is \(\nu_1P\). The general law agrees: the other modes are unchanged at the dividing surface, their frequencies cancel in \(A\), and \(A=\nu_1\) for \(L=1\). If the coordinate that breaks is a mixture of modes, the power stays the same and only \(A\) changes.

## (e) Average the law over a thermal distribution.

**Solution.** If collisions are frequent enough to maintain equilibrium, the energy distribution is \(\rho(E)e^{-E/k_BT}/Q\), with

\[
Q=\int_0^\infty\rho\,e^{-E/k_BT}dE=\frac{(k_BT)^s}{\prod h\nu_i}.
\]

In the product \(k\rho\) the factor \(E^{s-1}\) cancels. With \(\varepsilon=E-V_0\),

\[
k_\infty=\frac{A\,e^{-V_0/k_BT}}{(s-1)!\,(k_BT)^s}\int_0^\infty\varepsilon^{s-1}e^{-\varepsilon/k_BT}d\varepsilon
=A\,e^{-V_0/k_BT},
\]

because the integral is \((s-1)!\,(k_BT)^s\). The power law has become the Arrhenius law, and \(s\) no longer appears as an exponent. A high-pressure Arrhenius plot therefore gives \(A\) and \(V_0\) of this model, but not \(s\).

## (f) A real molecule has zero-point energy. From which level should the energy be measured?

**Solution.** Let \(E_z=\tfrac12\sum h\nu_i\) and \(E_z^\ddagger=\tfrac12\sum h\nu_j^\ddagger\). Let \(E_q\) be the energy above the lowest level of the reactant, and \(E_0\) the threshold on that scale. The lowest saddle level lies at \(V_0+E_z^\ddagger\) above the well bottom, so

\[
E=E_q+E_z,\qquad E_0=V_0+E_z^\ddagger-E_z,\qquad
E-V_0=E_q-E_0+E_z^\ddagger .
\]

The derived law, with energies read from the well bottom, becomes

\[
k_b=A\left(\frac{E_q-E_0+E_z^\ddagger}{E_q+E_z}\right)^{s-1}.
\]

If the zero-point levels are used as origins instead, one has

\[
k_z=A\left(\frac{E_q-E_0}{E_q}\right)^{s-1}.
\]

The two agree when \(h\to0\) at fixed potential and fixed \(E\), since both zero-point energies are proportional to \(h\). At finite \(h\) the better choice follows from the partition function of one oscillator with levels \((n+\tfrac12)h\nu\). With \(\beta=1/k_BT\) and \(y=\beta h\nu\),

\[
\sum_{n=0}^\infty e^{-(n+1/2)y}=\frac{1}{2\sinh(y/2)}=\frac1y\left(1-\frac{y^2}{24}+\dots\right).
\]

The classical value is \(1/y\), and there is no correction of first order in \(h\). For \(s\) modes the product is \(\prod(\beta h\nu_i)^{-1}\,[1-\beta^2S/24+\dots]\), with \(S=\sum(h\nu_i)^2\). The density of states follows from \(\int_0^\infty E^{m-1}e^{-\beta E}dE=(m-1)!\,\beta^{-m}\). The leading term \(\beta^{-s}\) belongs to \(E^{s-1}/(s-1)!\), and \(\beta^{-(s-2)}\) belongs to \(E^{s-3}/(s-3)!\). For \(s\ge3\), and averaged over the steps of single levels, \(\rho\) is therefore multiplied by

\[
1-\frac{(s-1)(s-2)}{24}\frac{S}{E^2}.
\]

For the saddle, integration by parts gives \(\int W^\ddagger e^{-\beta\varepsilon}d\varepsilon=Q^\ddagger/\beta\). With \(s-1\) modes the leading power is again \(\beta^{-s}\), so the same factor appears with \(S^\ddagger=\sum(h\nu_j^\ddagger)^2\) and \(E-V_0\). To this order the quantum rate is

\[
k\simeq k_b\left\{1-\frac{(s-1)(s-2)}{24}\left[\frac{S^\ddagger}{(E-V_0)^2}-\frac{S}{E^2}\right]\right\}.
\]

Averaged over the steps of single levels, the classical law read from the well bottom is wrong only in second order in \(h\). Read from the zero-point levels, it is in general wrong already in first order.

## (g) Evaluate the rates for a silicon-film precursor.

Take a molecule in the regime of silane losing H\(_2\). The inputs are rough round values, not a computed potential surface:

- reactant: 2200 (four times), 950 (twice) and 900 cm\(^{-1}\) (three times), so \(s=9\);
- saddle: 2200 (twice), 1900, 1200, 950, 850, 800 and 600 cm\(^{-1}\);
- threshold \(E_0=2.5\) eV and \(L=12\). Six pairs of hydrogen atoms can leave, and the two atoms of a pair are taken to sit differently at the saddle.

**Solution.** Half the sums of the quanta give \(E_z=0.831\) eV and \(E_z^\ddagger=0.663\) eV. The classical barrier is \(V_0=E_0+E_z-E_z^\ddagger=2.667\) eV. The frequency quotient is \(1.08\times10^{14}\) s\(^{-1}\), and twelve times this is \(A=1.296\times10^{15}\) s\(^{-1}\).

At \(E_q=3.0\) eV the two readings are

\[
k_z=1.296\times10^{15}\,(0.1667)^8=7.7\times10^{8}\ \text{s}^{-1},
\]
\[
k_b=1.296\times10^{15}\,(0.3037)^8=9.4\times10^{10}\ \text{s}^{-1}.
\]

For comparison, the quantum levels were counted numerically. The ladders of the oscillators were combined one after another on an energy grid. \(W^\ddagger\) is the number of saddle levels up to \(E_q-E_0\), and \(\rho\) is the number of reactant levels in a window of 1000 cm\(^{-1}\) around \(E_q\), divided by its width. The formula of part (a) then gives \(k_{\rm count}\). Windows from 250 to 2000 cm\(^{-1}\) move it by up to 1.5%. All rates are in s\(^{-1}\):

| \(E_q\) (eV) | \(k_z\) | \(k_b\) | \(k_{\rm count}\) |
|---|---|---|---|
| 3.0 | 7.7e8 | 9.4e10 | 6.0e10 |
| 3.5 | 5.8e10 | 6.1e11 | 5.1e11 |
| 4.0 | 5.1e11 | 2.1e12 | 1.9e12 |

At 3.0 eV the zero-point reading is too small by a factor of 77 relative to the count, while the well-bottom reading is too large by a factor of 1.6. The sign of the latter error follows from part (f). The listed wavenumbers give \(S^\ddagger\approx0.74\,S\), but \(1/(E-V_0)^2\) is about 11 times \(1/E^2\), so the saddle term dominates and lowers the true rate. If \(h\) is divided by 10 at fixed potential and fixed \(E\), the ratio \(k_{\rm count}/k_b\) rises from about 0.64 to 0.9955. The formula of part (f) gives 0.60 and 0.9960, so at the true \(h\) higher orders restore part of the deficit. With the steps averaged out, the deficit shrinks about ninetyfold, close to the hundredfold of a purely second-order error. The count at this one energy gives about eightyfold, but that figure is not stable. All listed wavenumbers are multiples of 50 cm\(^{-1}\), so at \(h/10\) one step of \(W^\ddagger\) is about as large as the deficit, and the ratio ranges from 0.994 to 0.998 depending on where the energy falls between two steps.

One can force the zero-point form onto the count by replacing \(s\) with an effective number,

\[
s_{\rm eff}=1+\frac{\ln(k_{\rm count}/A)}{\ln(1-E_0/E_q)} .
\]

With \(A\) held fixed this gives 6.6, 7.3 and 7.7 at the three energies. The reduced number makes up for the misplaced energy origin: with \(k_b\) in place of \(k_{\rm count}\) the formula already gives 6.3, 7.1 and 7.6. Quantization lowers the rate and so raises the number slightly. The effective number does not count modes that take part, since all nine do so in the count, and a value fitted at one energy does not carry over to another.

## (h) What does the model leave out at 900 K and 1 Torr?

**Solution.** *Quantization in the thermal rate.* Here \(k_BT=0.0776\) eV, and part (e) gives \(k_\infty=1.5\) s\(^{-1}\). The quantum count, averaged over the quantum thermal distribution, gives 2.7 s\(^{-1}\). The high-pressure thermal rate is raised, although the rate at fixed energy was lowered. The cause is the normalization \(Q\). Each mode's classical partition function is too large by \(\sinh(y/2)/(y/2)\), and this factor is largest for stiff modes. For the nine reactant modes the factors multiply to about 10, so the classical population at a given high energy is too small. For the eight saddle modes, of which fewer are stiff, they multiply to 5.6, so the classical number of ways to cross is too large, but by less. The quotient, 1.8, is the ratio of the quantum to the classical thermal rate at high pressure. At 1 Torr, with the collision model below, the order is reversed: the classical rate is about seven times too large. Classical molecules can react at any energy above \(V_0\), whereas quantum ones need at least \(V_0+E_z^\ddagger\), and far fewer molecules have that much. At high pressure the reacting molecules have a mean \(E_q\) of 2.79 eV, only 0.29 eV above threshold. This is less than \(E_z^\ddagger\), and at this energy \(k_z\) and \(k_b\) differ by an even larger factor than at 3.0 eV.

*Anharmonicity.* Let the four reactant stretches and the two saddle stretches of 2200 cm\(^{-1}\) have Morse levels with a well depth of 4 eV, at fixed \(E_0\). The count at 3.0 eV is then multiplied by 0.80, and by 0.80 to 0.83 within 0.02 eV of that energy, because of the steps of \(W^\ddagger\). The levels crowd together at high energy, and the reactant gains more states than the saddle.

*Tunnelling.* For a parabolic barrier of imaginary wavenumber 1000 cm\(^{-1}\), a saddle level with energy \(x\) to spare contributes \(1/(1+e^{-2\pi x/h\nu_{\rm im}})\) in place of a step. The rate is multiplied by 1.03 at 3.0 eV and by 1.12 in the thermal average at high pressure. At 1 Torr the effect can be larger, as the paragraph on collisions shows.

*Rotation.* If the two leaving Si–H bonds are 10% longer at the saddle, the square root of the ratio of the products of the principal moments of inertia multiplies the high-pressure thermal rate by 1.16.

*Collisions.* Assume that each collision restores the thermal distribution. Let \(Z\) be the collision rate and \(f(E_q)\) the equilibrium population. Molecules enter an energy interval at the rate \(Zf\) and leave it at the rate \((Z+k)\) times the actual population, which is therefore \(Zf/(Z+k)\). The thermal rate becomes

\[
k_{\rm uni}=\int_{E_0}^\infty\frac{Z\,k(E_q)}{Z+k(E_q)}\,f(E_q)\,dE_q .
\]

For spheres of diameter 0.4 nm and mass 32 u, gas kinetics gives \(Z=5.9\times10^6\) s\(^{-1}\) at 1 Torr. At threshold, where \(W^\ddagger=1\), the quantum rate is \(8.8\times10^8\) s\(^{-1}\), about 150 times larger. Up to the next saddle level, 600 cm\(^{-1}\) higher, it falls by less than a fifth, because \(\rho\) grows while \(W^\ddagger\) stays at 1. Beyond that level the growth of \(W^\ddagger\) prevails. Nearly every molecule that gains enough energy thus decomposes before its next collision. Numerical summation with the counted \(k\) and \(\rho\) gives \(k_{\rm uni}=4.4\times10^{-3}\) s\(^{-1}\), which is 0.0016 of the high-pressure value. The decomposition is limited by the supply of energized molecules, and the Arrhenius result of part (e) does not apply at this pressure.

Tunnelling can now matter more than at high pressure. With the parabolic barrier used above, \(k\) is still larger than \(Z\) just below the threshold, so molecules there also tend to react before their next collision, and they are more numerous than those above it. With the integral extended below \(E_0\), \(k_{\rm uni}\) rises about threefold, to \(1.4\times10^{-2}\) s\(^{-1}\). This is an upper estimate, because the parabola has no floor, whereas a molecule cannot tunnel to products at an energy below their lowest level. If that level lies 400 cm\(^{-1}\) below the lowest saddle level, the rise is only 1.7-fold. For silane, where the reverse reaction has almost no barrier, the gain is therefore much smaller than threefold.

*The real case.* A temperature near 900 K and a pressure near 1 Torr are in the range of low-pressure silicon deposition, and a barrier somewhat above 2 eV with a prefactor near \(10^{15}\) s\(^{-1}\) is of the right size for silane. The saddle wavenumbers cannot be read from the spectrum of the stable molecule, and they enter \(A\) directly. An error of 0.1 eV in \(E_0\) alone changes the high-pressure rate by \(e^{0.1/0.0776}\approx3.6\). Among the effects sized here, the assumption that a reactor breaks most severely is that of a maintained thermal distribution, which costs a factor of about 600, or about 200 if the full parabolic tunnelling is included in both rates. Real collisions need not restore equilibrium in one encounter, and reactions on walls and on the growing film are absent from the model. At high energy the first dynamical assumption also becomes doubtful: at 4.0 eV the computed lifetime is 0.5 ps, which leaves little time for energy to spread over the molecule.
